Sound velocity and clamping error in a chain with alternating springs

**Problem**

A ferroelectric hafnia film is modelled along its polar axis as alternating planes of Hf and O2. Per formula unit, which occupies an area A of each plane, this is a chain with two masses and two springs in each period a. In cell n, mass m1 (Hf) rests at na and mass m2 (O2) at na + d1. A spring K1 of rest length d1 joins the two, and a spring K2 of rest length d2 = a − d1 joins m2 to the Hf of cell n + 1. All motion is along the chain, the area A is held fixed, the springs are harmonic, and the macroscopic electric field is zero. Write S = K1 + K2 and M = m1 + m2.

(a) Find the dispersion relation, and show that the square of the sound velocity v is proportional to the harmonic mean of K1 and K2.

(b) Recover v from a static stretching experiment, and find how the two springs share the stretch.

(c) Suppose every atom is forced to follow the uniform strain η, so that a spring of length d stretches by ηd. Find the relative error of the elastic modulus and of v. When does it vanish?

(d) Release the relative displacement of the two planes, and relate the resulting drop of the modulus to the optical vibration at zero wave number.

(e) Evaluate the results for a = 0.25 nm, A = 0.13 nm², d1 = 0.11 nm, K1 = 600 N/m, K2 = 300 N/m, m1 = 178.49 u, m2 = 31.998 u and η = 0.1 %.

(f) Estimate the effects left out: springs between neighbouring Hf planes, the electric field of the wave, oxygens that stay centred, softening of the springs, and dispersion in a film 10 nm thick.

**Solution**

**(a) Waves.** Let u_n and s_n be the displacements of m1 and m2 in cell n. Each spring pulls in proportion to its extension:

m1 ü_n = K1(s_n − u_n) − K2(u_n − s_{n−1})

m2 s̈_n = K2(u_{n+1} − s_n) − K1(s_n − u_n)

Insert u_n = U exp(i(qn − ωt)) and s_n = B exp(i(qn − ωt)), where q = ka is the phase advance per cell and k the wave number:

(S − m1ω²) U = (K1 + K2 e^(−iq)) B

(S − m2ω²) B = (K1 + K2 e^(iq)) U

Multiplying the two equations and cancelling UB gives

(S − m1ω²)(S − m2ω²) = K1² + K2² + 2K1K2 cos q.

The right side equals S² − 2K1K2(1 − cos q) = S² − 4K1K2 sin²(q/2). The left side is S² − SMω² + m1m2ω⁴. Hence

m1m2 ω⁴ − SM ω² + 4K1K2 sin²(q/2) = 0.  (1)

The acoustic root goes to zero with q. For it, ω⁴ is negligible beside ω² at small q, and 4 sin²(q/2) becomes q²:

ω² = K1K2 q²/(SM).

With q = ka and v = ω/k,

v² = a² K1K2/(SM) = a² Kh/(2M), Kh = 2K1K2/(K1 + K2).  (2)

Kh is the harmonic mean. It is v², not v, that is proportional to it. The masses enter through their sum because in a long wave both atoms of a cell move almost together.

Two limits show what (2) means. For K1 = K2 = K and m1 = m2 = m it gives v = (a/2)√(K/m), the velocity of a simple chain with spacing a/2. For K2 much smaller than K1 it gives v = a√(K2/M): the soft spring alone sets the velocity, however stiff the other one is.

The next order in q shows where the constant velocity begins to fail. Write (1) as

ω² = 4K1K2 sin²(q/2)/(SM) + m1m2 ω⁴/(SM),

use 4 sin²(q/2) = q² − q⁴/12 + …, and put the leading result into the last term:

ω² = v²k² [1 − q²/12 + m1m2K1K2 q²/(S²M²)].

Taking the square root halves the small terms:

ω = vk [1 − (q²/24)(1 − 12 m1m2K1K2/(S²M²))].  (3)

Since m1m2/M² and K1K2/S² are each at most 1/4, the inner bracket is at least 1/4. To this order ω therefore lies below vk, and the wave is slower than v.

**(b) Static stretching.** In equilibrium the force on each atom vanishes, so neighbouring springs carry the same tension F. Their extensions are F/K1 and F/K2, and together they make up the stretch of the cell:

aη = F/K1 + F/K2 = FS/(K1K2).

The modulus is stress over strain:

C = F/(Aη) = a K1K2/(SA).  (4)

The density is ρ = M/(aA), so

v² = C/ρ = [a K1K2/(SA)] · [aA/M] = a² K1K2/(SM),

as in (2). The harmonic mean appears because the springs are in series: they share a force, not an extension. The extensions of springs 1 and 2 are in the ratio K2/K1.

The same sharing holds in a long sound wave. The tensions on the two sides of an atom differ by its mass times its acceleration, which is of order Mω²U and hence of order q². The tension itself is of order q. The relative difference is of order q and vanishes for long waves.

**(c) Clamping to uniform strain.** The extensions are now prescribed as ηd1 and ηd2. The energy per cell is

½(K1d1² + K2d2²) η² = ½ C_cl η² aA,

where the right side defines the clamped modulus, so that

C_cl = (K1d1² + K2d2²)/(aA).  (5)

Dividing by (4),

C_cl/C = S(K1d1² + K2d2²)/(K1K2a²).

The product in the numerator is K1²d1² + K2²d2² + K1K2(d1² + d2²). Since d1 + d2 = a, the last bracket is a² − 2d1d2, and the numerator becomes K1K2a² + (K1d1 − K2d2)². Therefore

C_cl/C = 1 + (K1d1 − K2d2)²/(K1K2a²).  (6)

The density is unchanged, so v_cl/v = √(C_cl/C). Errors below are relative to the true, relaxed values.

The error is never negative, as it must be when a constraint is imposed on an energy minimum. It vanishes when K1d1 = K2d2, that is, at d1 = aK2/S. Uniform strain then already produces equal tensions, as in a uniform rod cut into unequal pieces, where the stiffness of a piece is inversely proportional to its length. Unequal springs alone do not cause an error; the mismatch between stiffness and length does.

For equal spacings, d1 = d2 = a/2, equation (5) gives C_cl = aS/(4A), while C = aKh/(2A). Clamping has then replaced the harmonic mean by the arithmetic mean S/2, and

C_cl/C = S²/(4K1K2).

For spring ratios of 1, 2, 4 and 10 the modulus is too large by 0, 12.5, 56 and about 200 %, and the velocity by 0, 6, 25 and 74 %. If K2 goes to zero at fixed d1, C goes to zero but C_cl tends to K1d1²/(aA). The clamped chain stays stiff although the real one is about to fall apart.

**(d) Releasing the internal displacement.** Let the O2 plane move by w relative to its Hf neighbour on the K1 side, beyond what uniform strain prescribes. Spring 1 gains w and spring 2 loses it:

E = ½K1(d1η + w)² + ½K2(d2η − w)²

Expanding, with g = K1d1 − K2d2,

E = ½(K1d1² + K2d2²)η² + gηw + ½Sw².

Setting dE/dw = gη + Sw to zero gives

w = −gη/S = (K2d2 − K1d1)η/S.  (7)

Inserting this lowers the energy by g²η²/(2S). Since E = ½Cη²aA at the minimum,

C = C_cl − g²/(aAS).  (8)

At q = 0, equation (1) has the roots ω² = 0 and ω_O² = SM/(m1m2) = S/μ, with reduced mass μ = m1m2/M. The second is the optical mode, in which the two planes vibrate against each other. Thus S = μω_O², and

C_cl − C = g²/(aA μω_O²).

Clamping means freezing the optical mode. The mass cancels in μω_O², so the error is a static one. Its derivation assumes that w follows the strain at once, which requires a sound frequency far below ω_O.

**(e) Numbers.** The harmonic mean is 2 · 600 · 300/900 = 400 N/m, the arithmetic mean 450 N/m, and K1K2/S = 200 N/m. With M = 210.488 u = 3.495 × 10⁻²⁵ kg,

C = (0.25 × 10⁻⁹ m)(200 N/m)/(0.13 × 10⁻¹⁸ m²) = 385 GPa

v = (0.25 × 10⁻⁹ m) √(200 N/m / 3.495 × 10⁻²⁵ kg) = 5980 m/s = 5.98 km/s.

For the error, K1d1 = 66 and K2d2 = 42 in units of (N/m) nm, so g = 24 and

C_cl/C − 1 = 24²/(600 · 300 · 0.25²) = 0.051.

The clamped modulus is 404 GPa, too large by 5.1 %. The clamped velocity is 6.13 km/s, too large by 2.5 %.

At 0.1 % strain the cell stretches by 0.25 pm and the tension is 200 N/m × 0.25 pm = 50 pN. The stiff spring extends by 0.083 pm and the soft one by 0.167 pm, while uniform strain would prescribe 0.110 and 0.140 pm. The difference is w = −0.027 pm: the O2 plane stays closer to the Hf plane on its stiff side.

The lengths matter as much as the springs. With the same springs, equal spacings would raise the modulus error to 12.5 %, and d1 = 0.083 nm would remove it. In the example the stiff spring is also the shorter one, which brings K1d1 and K2d2 nearer to each other.

The optical frequency follows from μ = 27.13 u and S = 900 N/m: ω_O/(2π) = 22.5 THz, or 750 cm⁻¹.

**(f) What the model leaves out.** The inputs of these estimates are rough assumed values.

*Springs between Hf planes.* A spring K3 from each Hf to the next stretches by aη whatever w does. It adds K3 to K1K2/S and leaves C_cl − C unchanged. For K3 = 20 N/m, v rises by the factor √(220/200), or 4.9 %, and the modulus error is divided by 1.1, which brings it to 4.7 %.

*Electric field.* The planes carry charges ±Ze, so w creates a polarization of magnitude P = Zew/(aA). In a wave along the polar axis without free charge, the oscillating electric displacement vanishes. The field is then −P/(ε0ε∞), with ε∞ the electronic permittivity, and its energy per cell is aA P²/(2ε0ε∞) = ½K_D w², where

K_D = Z²e²/(ε0ε∞aA).

With Z = 5 and ε∞ = 4.5, K_D = 496 N/m. It opposes w, so S in (8) becomes S + K_D = 1396 N/m. The modulus rises by 1.8 %, and the clamping error relative to this stiffer modulus is 3.2 %. Polarization caused by strain at w = 0 is not included. These inputs imply a static permittivity ε∞(1 + K_D/S) ≈ 7, far below the roughly 25 to 30 of hafnia. A permittivity of 25 would need S ≈ 110 N/m, which puts this mode near 260 cm⁻¹, and the field would then divide the released modulus by about 5.6 instead of 1.55. The chain's optical mode is thus too stiff for hafnia, and the field effect is understated.

*Centred oxygens.* In the polar phase about half of the oxygens are off-centre. Replace the O2 plane by two independent halves: one at d1 with springs K1/2 and K2/2, the other midway with two springs of 200 N/m. Each path has a series stiffness of 100 N/m, so C is unchanged. At zero field the centred half has no internal displacement. The other half has g/2 and S/2 in place of g and S, and releases (g/2)²/(S/2) = g²/(2S), half the former value. The modulus error drops to 2.6 %. This value keeps d1 and so halves the mean offset of the oxygens; with the mean offset kept (d1 = 0.095 nm, same springs) the error would be 0.5 %.

*Softening.* Let both springs vary as ω², with Grüneisen parameter γ = −d ln ω/d ln(volume) = 2. Their relative change is −2γ times the relative volume change. A strain of 0.1 % at fixed area softens them by 0.4 %. Heating to 300 K with linear expansion 6 × 10⁻⁶ per K, taken as constant from zero temperature, softens them by 2 · 2 · 3 · 6 × 10⁻⁶ · 300 = 2.2 %. This alone lowers v by 1.1 %, of which the longer period a in (2) gives back about 0.2 %. Because expansion freezes out at low temperature, these are upper estimates: an expansion that follows a Debye heat capacity with a Debye temperature of 500 to 700 K gives a softening of 1.1 to 1.3 % instead of 2.2 %. A common factor cancels in (6).

*Dispersion.* The lowest thickness resonance of a 10 nm film with free faces has half a wavelength across the film, so q = π · 0.25/10 = 0.079. Equation (3) gives a velocity loss of 0.017 %. The resonance lies near 0.30 THz, far below 22.5 THz, so w follows the strain, apart from a small inertial part of order q. The mass of the electrodes is ignored.

**The model beside a real film.** The period is about half of hafnia's lattice constant of roughly 0.5 nm, and the springs were chosen to give a modulus of a few hundred GPa, so C and v are not predictions. Among the estimates above, the centred oxygens change the clamping error most, from 5.1 to 2.6 %, and the field changes it to 3.2 %; their joint effect was not calculated. This ranking rests on the chosen springs; with a polar mode as soft as hafnia's permittivity requires, the field would matter more. A real crystal also has several optical modes, some well below 750 cm⁻¹. By the formula in (d), a mode at half the frequency, with the same g and μ, would release four times as much modulus, about 80 GPa instead of 20 GPa. This needs g to stay fixed while S falls, and other springs to hold up C_cl: with two springs alone it forces K1 = 222 and K2 = 3 N/m, so that C_cl = 85 GPa and C = 6 GPa, while dividing both springs by four halves the frequency and leaves the error at 5.1 %. The few per cent found here therefore belong to this chain and are no general allowance for hafnia. When soft modes couple to the strain, the internal positions have to be relaxed before an elastic constant is used.
